# Depletion and band bending at a silicon surface with trapped electrons

## Problem

A uniform n-type silicon crystal at 300 K has \(N_D=10^{17}\ \mathrm{cm^{-3}}\) donors. Its bare, flat surface has trapped \(N_s=10^{12}\) electrons per \(\mathrm{cm^2}\), all of them supplied by the crystal. Find the width of the depleted layer and the band bending. Then decide whether the neglect of mobile carriers was justified, and where in the gap the traps must lie.

Take as rough typical values a relative permittivity of 11.7, a gap \(E_g=1.12\) eV, and band densities of states \(N_c=2.8\times10^{19}\ \mathrm{cm^{-3}}\) and \(N_v=2.6\times10^{19}\ \mathrm{cm^{-3}}\). The crystal is in equilibrium in the dark, and there is no electric field outside it.

## Hints

1. The crystal as a whole is neutral. What positive charge balances the trapped electrons?
2. In a layer of constant charge density the field is linear in depth and the potential is quadratic.
3. Depletion fails when holes gather at the surface. Compare the bending with the value at which the surface hole density equals the bulk electron density.
4. To include mobile carriers, multiply Poisson's equation by the slope of the potential and integrate once.
5. A trap holds its electron only if its level lies low enough relative to the Fermi level at the surface.

## Solution

### Width and bending

Let \(x\) run from the surface into the crystal, and let \(q>0\) be the elementary charge. The negative surface repels electrons, so their energy rises towards it. Write \(\psi(x)\) for this upward bending in volts, with \(\psi=0\) in the bulk; the electrostatic potential is then \(-\psi\).

The depletion approximation takes the layer \(0<x<W\) to contain ionized donors and no mobile carriers, and everything deeper to be neutral. Neutrality per unit area gives

\[
qN_DW=qN_s\quad\Rightarrow\quad W=\frac{N_s}{N_D}=\frac{10^{12}\ \mathrm{cm^{-2}}}{10^{17}\ \mathrm{cm^{-3}}}=10^{-5}\ \mathrm{cm}.
\]

The width is 100 nm, or 0.10 µm. The permittivity does not enter, because this is only a count of charges.

Let \(E\) be the field component along \(x\), and \(\varepsilon=1.036\times10^{-12}\) F/cm the permittivity of silicon. Gauss's law reads \(dE/dx=qN_D/\varepsilon\), and the field vanishes at \(x=W\), so

\[
E(x)=-\frac{qN_D}{\varepsilon}(W-x).
\]

The minus sign means that the field points towards the negative surface. Its magnitude there is \(E_s=qN_DW/\varepsilon=qN_s/\varepsilon=0.155\) MV/cm.

Since the potential is \(-\psi\), the field is \(E=-d(-\psi)/dx=d\psi/dx\). Integrating with \(\psi(W)=0\) gives

\[
\psi(x)=\frac{qN_D}{2\varepsilon}(W-x)^2 .
\]

At \(x=0\), with \(W=N_s/N_D\),

\[
\psi_{\rm dep}=\frac{qN_s^2}{2\varepsilon N_D}
=\frac{(1.602\times10^{-19})(10^{12})^2}{2(1.036\times10^{-12})(10^{17})}\ \mathrm V=0.773\ \mathrm V .
\]

The bands bend upward by 0.77 eV. At fixed doping the width grows as \(N_s\) and the bending as \(N_s^2\). At fixed trapped charge, heavier doping reduces both.

### Is the layer really free of holes?

With Boltzmann statistics the carrier densities are \(n=n_be^{-u}\) and \(p=p_be^{u}\), where \(u=q\psi/kT\) and the subscript \(b\) marks the bulk. Boltzmann statistics suit the electrons here, since \(N_D/N_c\) is about 1/280. The intrinsic density is

\[
n_i=\sqrt{N_cN_v}\,e^{-E_g/2kT}=1.06\times10^{10}\ \mathrm{cm^{-3}},\qquad kT=25.85\ \mathrm{meV}.
\]

If every donor is taken as ionized, in the bulk as well as in the layer, then \(n_b=N_D\) to very good accuracy, and \(p_b=n_i^2/n_b\). For a donor level about 45 meV deep, roughly 4 percent of the bulk donors would in fact be neutral, which shifts the bulk Fermi level by only about 1 meV. The surface hole density reaches \(n_b\) when \(p_be^u=n_b\), that is at

\[
\psi_{\rm inv}=\frac{kT}{q}\ln\frac{n_b}{p_b}=\frac{2kT}{q}\ln\frac{N_D}{n_i}=0.831\ \mathrm V .
\]

Setting \(\psi_{\rm dep}=\psi_{\rm inv}\) gives the trapped charge at this onset of inversion, within the depletion approximation:

\[
N_{\rm on}=\sqrt{\frac{2\varepsilon N_D\psi_{\rm inv}}{q}}=1.04\times10^{12}\ \mathrm{cm^{-2}} .
\]

The given charge lies about 4 percent below this onset, so the holes deserve a calculation.

### Bending with mobile carriers

The charge density is \(\rho=q(p-n+N_D)\), and bulk neutrality requires \(N_D=n_b-p_b\). With \(r=p_b/n_b\),

\[
\rho=qn_b\left[1-e^{-u}+r(e^u-1)\right].
\]

Poisson's equation for the potential \(-\psi\) is \(\psi''=\rho/\varepsilon\). In terms of \(u\) it becomes

\[
L_D^2u''=1-e^{-u}+r(e^u-1),\qquad L_D=\sqrt{\frac{\varepsilon kT}{q^2n_b}}=12.9\ \mathrm{nm}.
\]

Multiply by \(u'\). The left side is then the derivative of \(L_D^2u'^2/2\), and the right side is also a total derivative. Integrating from the bulk, where \(u=u'=0\), gives

\[
\tfrac12L_D^2u'^2=F(u),\qquad F(u)=u-1+e^{-u}+r(e^u-u-1).
\]

Gauss's law still fixes the surface slope, \(|u'|=qE_s/kT=q^2N_s/(\varepsilon kT)\). The left side at the surface is therefore

\[
\frac12\,\frac{\varepsilon kT}{q^2n_b}\,\frac{q^4N_s^2}{\varepsilon^2(kT)^2}=\frac{q^2N_s^2}{2\varepsilon kT\,n_b}=\frac{q\psi_{\rm dep}}{kT}=29.9 .
\]

For the surface value \(u_s\), drop \(e^{-u_s}\) and \(r(u_s+1)\), which are negligible here:

\[
u_s=\frac{q\psi_{\rm dep}}{kT}+1-re^{u_s}.
\]

The term 1 comes from the electrons that spill into the edge of the layer. They cancel some donor charge there, so the same total charge must reach deeper, and the bending grows by \(kT/q\), or 26 mV. The last term is the surface hole density divided by \(n_b\), and it lowers the bending. Solving numerically for the root gives a surface hole density of \(2.35\times10^{16}\ \mathrm{cm^{-3}}\), so

\[
u_s=29.9+1-0.235\approx30.7,\qquad \psi_s=0.793\ \mathrm V .
\]

Near the surface \(u\) falls almost linearly, so the holes decay over a depth \(kT/(qE_s)\approx1.7\) nm. Their sheet density \(P\) is roughly the surface density times this depth, about \(4\times10^{9}\ \mathrm{cm^{-2}}\). Numerical quadrature of \(p-p_b\), with \(dx=L_D\,du/\sqrt{2F}\), gives the same value to the digit quoted. Both figures are classical. The hole layer is thinner than the thermal wavelength of a hole, which is several nanometres, so quantum confinement would lower \(P\) by a factor of roughly two to four. That hardly matters for the width or the bending, because the holes change them by only about 0.4 nm and 6 mV even in the classical model. The donors balance the rest of the trapped charge, and the effective width is

\[
W_{\rm eff}=\frac{N_s-P}{N_D}=99.6\ \mathrm{nm}.
\]

For smoothly spread trapped charge the depletion answer thus survives, with a bending about 0.02 V too small relative to this fuller model. Its sharp edge does not survive. In a finite-difference solution of Poisson's equation without holes, the electron density climbs from 10 to 90 percent of \(N_D\) over 45 nm. It passes one half at 98 nm, so \(W\) marks the middle of a broad transition.

### Where the traps must lie

In the bulk, \(E_c-E_F=kT\ln(N_c/n_b)=0.146\) eV. The bending moves both band edges up relative to the constant Fermi level, so at the surface

\[
E_F-E_v=E_g-(E_c-E_F)_{\rm bulk}-q\psi_s=1.12-0.146-0.793=0.181\ \mathrm{eV}.
\]

Suppose the traps are acceptors, neutral when empty, with a single level \(E_t\). With degeneracy factors set to one, the number of states needed is

\[
N_t=N_s\left[1+e^{(E_t-E_F)/kT}\right].
\]

A level 0.30 eV above \(E_v\) needs \(1\times10^{14}\) states per \(\mathrm{cm^2}\). A midgap level would need \(2.3\times10^{18}\), far more than the \(2/a^2=6.8\times10^{14}\) atoms per \(\mathrm{cm^2}\) in a (100) surface layer with lattice constant \(a=0.543\) nm. The stated charge therefore implies traps low in the gap, or a large density of somewhat higher ones.

### Comparison with real surfaces

A trapped density of \(10^{12}\ \mathrm{cm^{-2}}\) is high for a well-passivated oxidized surface, and low beside the density of surface states that a clean silicon surface can offer. The surface field is about a quarter of a rough breakdown field of 0.6 MV/cm. Band-to-band tunnelling is closed, because the valence edge at the surface stays \(1.12-0.793=0.33\) eV below the conduction edge in the bulk.

Temperature matters more. Keep the trapped charge fixed, heat the crystal to 400 K, let the gap shrink by a rough 0.27 meV/K and let the densities of states grow as \(T^{3/2}\). The same equations then give \(P=6.5\times10^{10}\ \mathrm{cm^{-2}}\), a bending of 0.71 V and an effective width of 93.5 nm.

Real surfaces also break the assumption of smeared charge, because the trapped electrons are discrete. Consider one trapped electron on the surface, with vacuum outside and the depletion edge treated as a flat grounded plane. For in-plane wavenumber \(k\), its potential energy for another electron, divided by \(q\), varies as \(e^{-k|x|}\) outside and as \(\sinh k(W-x)\) inside. The jump of the displacement field at the surface fixes the amplitude:

\[
\phi_k(x)=\frac{q}{k}\,\frac{\sinh k(W-x)}{\varepsilon_0\sinh kW+\varepsilon\cosh kW}.
\]

For independently placed electrons the variances add, which gives

\[
\sigma^2=N_s\int_0^\infty\frac{k\,dk}{2\pi}\,\phi_k^2 .
\]

For this grounded-plane model, numerical integration at a depth of 10 nm yields a spread of 67 meV in electron energy, about 2.6 \(kT\). Screening by the actual mobile carriers, whose edge is not sharp, would change the figure somewhat. Random donors, left out of this figure, contribute about 39 meV of their own in the same model, which raises the total to about 78 meV. The 0.77 eV is thus a lateral average. The hole density is more delicate, because it depends exponentially on the local energy. For a Gaussian spread of 2.6 \(kT\) about a fixed mean, the average of the exponential exceeds its smooth value by \(e^{2.6^2/2}\approx30\), before any screening by the holes themselves. Within a few nanometres of the surface, where the holes sit, the spread is larger (about 90 meV at 3 nm) and skewed, so for independently placed charges the factor there is far greater. Independent placement suits charge frozen at random sites. If instead many more states than electrons are available and their filling is in equilibrium, the electrons avoid one another. A Debye–Hückel estimate then lowers the spread from the trapped electrons to about 15 meV at 10 nm, and the enhancement near the surface to a factor of about two. The small hole density found above, and the conclusion that holes hardly matter, are therefore shown only for smeared charge. How far they hold on a real surface this close to inversion depends on how the discrete charges are arranged.

## Variation 1: twice the trapped charge

Let \(N_s=2\times10^{12}\ \mathrm{cm^{-2}}\) at 300 K, with everything else unchanged. The depletion formulas give 200 nm and \(4\times0.773=3.09\) V. This is far beyond \(\psi_{\rm inv}\), so they do not apply in equilibrium. The equation for \(u_s\) now reads

\[
u_s+re^{u_s}=4(29.9)+1\approx120.6 .
\]

Since \(\ln(1/r)=q\psi_{\rm inv}/kT=32.13\), it can be iterated as \(u_s=32.13+\ln(120.6-u_s)\), which settles at 36.6. The bending is 0.95 V. Quadrature gives \(P=9.2\times10^{11}\ \mathrm{cm^{-2}}\), and \(W_{\rm eff}=108\) nm. Most of the added charge is balanced by holes, whose density grows exponentially with the bending, so the width hardly increases.

This classical result omits the quantum confinement of the thin hole layer, and Boltzmann statistics are only approximate for holes this dense. It also needs charge that stays negative with the Fermi level, in this classical model, only \(1.12-0.146-0.945\approx0.03\) eV above the valence edge at the surface. A triangular-well estimate suggests that confinement would raise the bending by a few tens of meV, which is as large as this margin.

## Variation 2: midgap traps

Now let the surface carry \(N_t=10^{12}\ \mathrm{cm^{-2}}\) acceptor states at midgap, and find how many fill. At the surface \(E_t-E_F=q\psi_s-(E_g/2-0.146\ \mathrm{eV})=q\psi_s-0.414\) eV. Holes are negligible at such bending, so the first integral gives \(\psi_s=\psi_{\rm dep}+kT/q\). Solving this for the trapped charge and equating it to the filled states,

\[
\sqrt{\frac{2\varepsilon N_D}{q}\left(\psi_s-\frac{kT}{q}\right)}=\frac{N_t}{1+e^{(q\psi_s-0.414\ \mathrm{eV})/kT}} .
\]

The left side rises with \(\psi_s\) and the right side falls, so there is one solution. A numerical root search gives \(\psi_s=0.394\) V and \(N_s=6.9\times10^{11}\ \mathrm{cm^{-2}}\), hence a width of 69 nm. As the traps fill, they lift their own level towards the Fermi level, and filling stops at 69 percent. The bending is about half that of the original problem, although the number of traps equals the number of electrons trapped there.
